**Phonon-range energy loss and the two static permittivities**

The program tests 1/ε∞ − 1/ε0 ≈ (2/π)∫ Im(−1/ε)/E dE over the phonon range, where E is photon energy, ε∞ is the static permittivity with clamped ions and ε0 the one with moving ions. The model has three damped lattice modes and an electronic oscillator with a 9 eV gap. Quadrature of the loss function gives 0.21300, against 0.21303 from the permittivities. The program asserts the full-range rules, the absence of zeros of ε in the upper half-plane, and the closed forms for both parts of the small remainder. It also asserts that undamped longitudinal modes carry the same total weight, and that the rule fails by more than 3% when the gap is lowered to 0.30 eV; the output shows 9.9%. Further output sizes the effects of red-light permittivity, moisture, mode softening, damping and a spread of mode energies.

## Numerical verification

```python
# Result under test, for an insulator with electronic transitions far above phonons:
#   1/eps_inf - 1/eps_0 = (2/pi) * integral over phonon range of Im(-1/eps(E))/E dE
# eps_inf: static permittivity with clamped ions; eps_0: static permittivity with
# moving ions; E: photon energy in eV. The small remainder is tested as well.
# Model: Lorentz phonons plus an electronic oscillator damped only above its gap.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy import constants as const

TO = np.array([0.057, 0.100, 0.133])         # transverse phonon energies, eV
STRENGTH = np.array([0.9, 0.1, 0.7])         # static contributions to eps
WIDTH = np.array([0.006, 0.009, 0.009])      # phonon damping, eV
MODES = (TO, STRENGTH, WIDTH)
CHI_EL, GAP, E_OSC, W_EL = 1.1, 9.0, 13.0, 3.0
CUT = 1.0                                    # end of phonon range, eV


def eps_electronic(E, scale=1.0):
    """Clamped-ion permittivity; scale multiplies all electronic energies."""
    g, e0, w = GAP * scale, E_OSC * scale, W_EL * scale
    z = E + 0j
    root = -1j * np.sqrt(z - g) * np.sqrt(z + g)   # sqrt(g^2-z^2), causal branch
    return 1 + CHI_EL * (e0**2 + w * g) / (e0**2 - z * z + w * root)


def eps_total(E, modes=MODES, scale=1.0):
    t, s, w = modes
    z = np.asarray(E)[..., None]
    lattice = np.sum(s * t**2 / (t**2 - z * z - 1j * w * z), axis=-1)
    return eps_electronic(E, scale) + lattice


BREAKS = [1e-6, 1e-5, 1e-4, 1e-3, 0.01, 0.03, 0.05, 0.07, 0.09, 0.11, 0.13,
          0.15, 0.17, 0.2, 0.3, 0.5, 1, 3, 9, 12, 15, 18, 24, 30, 60, 200]


def integrate(f, lo, hi, extra=()):
    inner = sorted(b for b in set(BREAKS) | set(extra) if lo < b < hi)
    edges = [lo] + inner + [hi]
    return sum(quad(f, a, b, epsabs=1e-12, epsrel=1e-9, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def loss_moment(eps, lo, hi, extra=()):
    return 2 / np.pi * integrate(lambda E: (-1 / eps(E)).imag / E, lo, hi, extra)


eps_inf = eps_electronic(0.0).real
eps_0 = eps_total(0.0).real
delta = 1 / eps_inf - 1 / eps_0

# No zero of eps in the upper half-plane: winding number on a closed contour.
# Control: eps - 3 must have one zero, since eps falls from eps_0 to 1 on i*y.
grid = np.geomspace(1e-4, 1e3, 6000)
line = np.concatenate([-grid[::-1], grid]) + 1e-9j
arc = 1e3 * np.exp(1j * np.linspace(0, np.pi, 400)[1:-1])
contour = np.concatenate([line, arc, line[:1]])


def winding(values):
    phase = np.unwrap(np.angle(values))
    return (phase[-1] - phase[0]) / (2 * np.pi)


zeros_eps = winding(eps_total(contour))
zeros_control = winding(eps_total(contour) - 3)
assert abs(zeros_eps) < 1e-6 and abs(zeros_control - 1) < 1e-6

# Full-range rules for the complete and the clamped-ion response.
full = loss_moment(eps_total, 0, np.inf)
full_el = loss_moment(eps_electronic, GAP, np.inf)
assert abs(full - (1 - 1 / eps_0)) < 1e-7
assert abs(full_el - (1 - 1 / eps_inf)) < 1e-7

# Phonon-range rule and its exact remainder.
phonon = loss_moment(eps_total, 0, CUT)
assert abs(phonon / delta - 1) < 1e-3
tail = loss_moment(eps_total, CUT, GAP)


def electronic_remainder(scale):
    def change(E):
        return (1 / eps_electronic(E, scale) - 1 / eps_total(E, MODES, scale)).imag / E
    return 2 / np.pi * integrate(change, GAP * scale, np.inf)


rem_el = electronic_remainder(1.0)
assert abs(phonon + tail + rem_el - delta) < 1e-7

# Closed forms of the two remainders.
A = np.sum(STRENGTH * TO**2)
beta = CHI_EL * (1 + W_EL / (2 * GAP)) / (E_OSC**2 + W_EL * GAP)
beta_fd = (eps_electronic(0.05).real - eps_inf) / 0.05**2
assert abs(beta_fd / beta - 1) < 1e-3
rem_el_formula = 2 * A * beta / eps_inf**3
tail_formula = 2 / np.pi * np.sum(STRENGTH * TO**2 * WIDTH) / (3 * CUT**3 * eps_inf**2)
assert abs(rem_el_formula / rem_el - 1) < 0.02
assert abs(tail_formula / tail - 1) < 0.05
ratio_scale = electronic_remainder(2.0) / rem_el
assert abs(ratio_scale - 0.25) < 0.01

# The rule must fail when the electronic gap is brought down near the phonons.
low = 1 / 30
phonon_low = loss_moment(lambda E: eps_total(E, MODES, low), 0, GAP * low)
fail_low = phonon_low / delta - 1
assert abs(fail_low) > 0.03

# Undamped limit: line weights at the zeros of eps (longitudinal modes).
def eps_undamped(E):
    return eps_inf + np.sum(STRENGTH * TO**2 / (TO**2 - E**2))


upper = np.append(TO[1:], 1.0)
LO = np.array([brentq(eps_undamped, a * (1 + 1e-9), b * (1 - 1e-9), xtol=1e-15)
               for a, b in zip(TO, upper)])
slope = np.array([np.sum(2 * e * STRENGTH * TO**2 / (TO**2 - e**2)**2) for e in LO])
line_weight = 2 / (LO * slope)
assert abs(line_weight.sum() - delta) < 1e-9
narrow = (TO, STRENGTH, 0.01 * WIDTH)
for a, b, w in zip(TO, upper, line_weight):
    area = loss_moment(lambda E: eps_total(E, narrow), a, b, tuple(LO))
    assert abs(area / w - 1) < 0.01

# Error from using the permittivity at a finite photon energy as eps_inf.
red = const.h * const.c / (633e-9 * const.e)
eps_red = eps_total(red).real
red_error = 1 / eps_red - 1 / eps_inf
red_formula = (A / red**2 - beta * red**2) / eps_inf**2
assert abs(red_formula / red_error - 1) < 0.05
best = brentq(lambda E: eps_total(E).real - eps_inf, 0.6, 3.0)
best_formula = (A / beta)**0.25
assert abs(best_formula / best - 1) < 0.02

# Lattice polarization energy around a charge e on a sphere, from field energy.
radius = 0.5e-9
def energy_density(u):                       # u = r / radius
    D = const.e / (4 * np.pi * (u * radius)**2)
    return D**2 / (2 * const.epsilon_0) * delta * 4 * np.pi * (u * radius)**2 * radius / const.e


polar_field = quad(energy_density, 1, np.inf)[0]
polar = const.e * delta / (8 * np.pi * const.epsilon_0 * radius)
assert abs(polar_field / polar - 1) < 1e-6

# Effects outside the basic model.
far_ir_missing = loss_moment(eps_total, 0, 0.010)
E_relax = const.h * 10e9 / const.e           # Debye relaxation at 10 GHz
step = 0.3                                   # permittivity added by moisture
def eps_wet(E):
    return eps_total(E) + step / (1 - 1j * E / E_relax)


delta_wet = 1 / eps_inf - 1 / (eps_0 + step)
wet_all = loss_moment(eps_wet, 0, CUT)
wet_window = loss_moment(eps_wet, 0.005, CUT)
dry_window = loss_moment(eps_total, 0.005, CUT)
assert abs(wet_all / delta_wet - 1) < 1e-3
assert abs(wet_window - dry_window) < 0.05 * (delta_wet - delta)


def rule_for(modes):
    """Permittivity side and integral side of the rule for changed phonons."""
    left = 1 / eps_inf - 1 / eps_total(0.0, modes).real
    right = loss_moment(lambda E: eps_total(E, modes), 0, CUT)
    assert abs(right / left - 1) < 1e-3
    return left, right


soft, _ = rule_for((0.99 * TO, STRENGTH / 0.99**2, WIDTH))
_, broad = rule_for((TO, STRENGTH, 2 * WIDTH))
nodes, weights = np.polynomial.hermite.hermgauss(7)
factor = 1 + 0.05 * np.sqrt(2) * nodes       # 5 % rms spread of mode energies
spread_modes = (np.outer(factor, TO).ravel(),
                np.outer(weights / np.sqrt(np.pi) / factor**2, STRENGTH).ravel(),
                np.outer(np.ones(7), WIDTH).ravel())
spread, _ = rule_for(spread_modes)

for j in range(3):
    print(f"mode {j+1}: TO {1e3*TO[j]:.1f} meV, strength {STRENGTH[j]:.2f}, "
          f"damping {1e3*WIDTH[j]:.1f} meV")
print(f"electronic gap, oscillator, damping: {GAP:.1f}, {E_OSC:.1f}, {W_EL:.1f} eV")
print(f"phonon-range cut: {CUT:.2f} eV")
print(f"eps_inf: {eps_inf:.4f}   eps_0: {eps_0:.4f} (dimensionless)")
print(f"zeros of eps in upper half-plane: {abs(zeros_eps):.0f}; control: {zeros_control:.0f}")
print(f"full loss integral: {full:.7f}; 1-1/eps_0: {1-1/eps_0:.7f}")
print(f"clamped-ion integral: {full_el:.7f}; 1-1/eps_inf: {1-1/eps_inf:.7f}")
print(f"1/eps_inf - 1/eps_0: {delta:.7f}")
print(f"phonon-range integral: {phonon:.7f}")
print(f"relative difference, integral minus permittivities: {phonon/delta-1:.2e}")
print(f"tail remainder: {tail:.3e}; closed form: {tail_formula:.3e}")
print(f"electronic remainder: {rem_el:.3e}; closed form: {rem_el_formula:.3e}")
print(f"A: {A:.6f} eV^2; beta: {beta:.6f} eV^-2")
print(f"electronic remainder ratio on doubling electronic energies: {ratio_scale:.4f}")
print(f"lowered gap: {GAP*low:.2f} eV; relative error of rule: {100*fail_low:.2f} %")
for j in range(3):
    print(f"mode {j+1}: LO {1e3*LO[j]:.2f} meV, weight {line_weight[j]:.5f}, "
          f"share {100*line_weight[j]/delta:.1f} %")
print(f"red light 633 nm: {red:.3f} eV; eps there: {eps_red:.4f}")
print(f"error if used as eps_inf: {red_error:.5f} = {100*red_error/delta:.2f} % of result")
print(f"closed form of that error: {red_formula:.5f}")
print(f"photon energy where eps equals eps_inf: {best:.3f} eV; formula: {best_formula:.3f} eV")
print(f"sphere radius: {radius*1e9:.2f} nm; lattice polarization energy: {polar:.4f} eV")
print(f"integral missed below 10 meV: {far_ir_missing:.5f} = {100*far_ir_missing/delta:.2f} %")
print(f"moisture step: {step:.2f} at 10 GHz, photon energy {1e6*E_relax:.1f} micro-eV")
print(f"wet film, 1/eps_inf - 1/eps_static: {delta_wet:.5f}; integral from 0: {wet_all:.5f}")
print(f"integral from 5 meV: wet {wet_window:.5f}, dry {dry_window:.5f}")
print(f"1 % softer modes change result by: {100*(soft/delta-1):.2f} %")
print(f"doubled damping changes integral by: {100*(broad/phonon-1):.4f} %")
print(f"5 % rms spread of mode energies changes result by: {100*(spread/delta-1):.2f} %")
print("success")
```

Output:

```
mode 1: TO 57.0 meV, strength 0.90, damping 6.0 meV
mode 2: TO 100.0 meV, strength 0.10, damping 9.0 meV
mode 3: TO 133.0 meV, strength 0.70, damping 9.0 meV
electronic gap, oscillator, damping: 9.0, 13.0, 3.0 eV
phonon-range cut: 1.00 eV
eps_inf: 2.1000   eps_0: 3.8000 (dimensionless)
zeros of eps in upper half-plane: 0; control: 1
full loss integral: 0.7368421; 1-1/eps_0: 0.7368421
clamped-ion integral: 0.5238095; 1-1/eps_inf: 0.5238095
1/eps_inf - 1/eps_0: 0.2130326
phonon-range integral: 0.2130028
relative difference, integral minus permittivities: -1.40e-04
tail remainder: 6.705e-06; closed form: 6.640e-06
electronic remainder: 2.306e-05; closed form: 2.306e-05
A: 0.016306 eV^2; beta: 0.006548 eV^-2
electronic remainder ratio on doubling electronic energies: 0.2500
lowered gap: 0.30 eV; relative error of rule: -9.92 %
mode 1: LO 64.55 meV, weight 0.06721, share 31.6 %
mode 2: LO 101.48 meV, weight 0.00839, share 3.9 %
mode 3: LO 155.69 meV, weight 0.13743, share 64.5 %
red light 633 nm: 1.959 eV; eps there: 2.1215
error if used as eps_inf: -0.00482 = -2.26 % of result
closed form of that error: -0.00473
photon energy where eps equals eps_inf: 1.256 eV; formula: 1.256 eV
sphere radius: 0.50 nm; lattice polarization energy: 0.3068 eV
integral missed below 10 meV: 0.00094 = 0.44 %
moisture step: 0.30 at 10 GHz, photon energy 41.4 micro-eV
wet film, 1/eps_inf - 1/eps_static: 0.23229; integral from 0: 0.23226
integral from 5 meV: wet 0.21265, dry 0.21254
1 % softer modes change result by: 1.11 %
doubled damping changes integral by: -0.0031 %
5 % rms spread of mode energies changes result by: 0.42 %
success
```
